# Area of a Dielectric Loss Peak from the Kramers-Kronig Relations

## Result

Write the relative permittivity as $\varepsilon=\varepsilon'-i\varepsilon''$, with time factor $e^{+i\omega t}$, so that absorption means $\varepsilon''>0$. For a linear, causal dielectric whose relaxation has a finite strength $\Delta\varepsilon$,

$$\int_0^\infty \varepsilon''_r(\omega)\,d\ln\omega=\frac{\pi}{2}\,\Delta\varepsilon. \tag{1}$$

Here $\varepsilon''_r$ is the loss without its dc conduction part, and $\Delta\varepsilon$ is the drop of $\varepsilon'$ from the plateau below the relaxation to the plateau above it. The shape of the peak does not enter.

Since $\omega=2\pi f$, $d\ln\omega=d\ln f$, and the area is the same on an axis of ordinary frequency. On a decimal axis, $d\ln f=\ln 10\;d\log_{10}f$, so the factor becomes $\pi/(2\ln10)=0.6822$.

The integral runs over all frequencies. For one peak among several, the rule applies after the others have been subtracted, or approximately when they are far away. Faster processes are then counted in the upper plateau $\varepsilon_\infty$.

## Simple case: one relaxation time

Let the polarization decay with a single time $\tau$ (the Debye model):

$$\chi(\omega)=\frac{\Delta\varepsilon}{1+i\omega\tau}
=\Delta\varepsilon\,\frac{1-i\omega\tau}{1+\omega^2\tau^2}.$$

With $\chi=\chi'-i\varepsilon''_r$, the loss is $\varepsilon''_r=\Delta\varepsilon\,\omega\tau/(1+\omega^2\tau^2)$. Because $d\ln\omega=d\omega/\omega$, the factor $\omega$ cancels:

$$\int_{\omega_1}^{\omega_2}\varepsilon''_r\,d\ln\omega
=\Delta\varepsilon\int_{\omega_1}^{\omega_2}\frac{\tau\,d\omega}{1+\omega^2\tau^2}
=\Delta\varepsilon\,[\arctan\omega_2\tau-\arctan\omega_1\tau].$$

**Limit.** For $\omega_1\to0$ and $\omega_2\to\infty$ the bracket becomes $\pi/2$. The time $\tau$ has dropped out: changing it slides the peak along the logarithmic axis without changing its area.

A sum of Debye terms therefore obeys (1) too. That covers distributions of relaxation times, but the rule needs less.

## Any integrable causal response

Let $\varphi(t)$ be the real polarization response to a short field pulse at $t=0$. Causality means that $\varphi=0$ for $t<0$. Assume also that $\int_0^\infty|\varphi|\,dt$ is finite. Then

$$\chi(\omega)=\int_0^\infty\varphi(t)e^{-i\omega t}dt,\qquad
\varepsilon''_r(\omega)=\int_0^\infty\varphi(t)\sin\omega t\,dt.$$

At zero frequency $\chi(0)=\int_0^\infty\varphi\,dt$. At high frequency $\chi\to0$, because the oscillations average an integrable function to zero. Hence $\Delta\varepsilon=\int_0^\infty\varphi\,dt$.

Take a finite window first. The double integral converges absolutely, so its order may be exchanged. With $u=\omega t$ and $\mathrm{Si}(x)=\int_0^x(\sin u/u)\,du$,

$$\int_{\omega_1}^{\omega_2}\frac{\varepsilon''_r}{\omega}d\omega
=\int_0^\infty\varphi(t)\int_{\omega_1t}^{\omega_2t}\frac{\sin u}{u}du\,dt
=\int_0^\infty\varphi(t)\,[\mathrm{Si}(\omega_2t)-\mathrm{Si}(\omega_1t)]\,dt. \tag{2}$$

Now open the window. For each $t>0$, $\mathrm{Si}(\omega_1t)\to0$, and $\mathrm{Si}(\omega_2t)\to\pi/2$ by the Dirichlet integral. The function $\mathrm{Si}$ is continuous with finite limits at both ends, so it is bounded. The integrand in (2) therefore stays below a constant times $|\varphi|$, and dominated convergence allows the limit to be taken inside:

$$\int_0^\infty\varepsilon''_r\,d\ln\omega=\frac{\pi}{2}\int_0^\infty\varphi(t)\,dt=\frac{\pi}{2}\Delta\varepsilon.$$

Each instant of the response contributes to the area with the same weight $\pi/2$. This is why the time course cannot matter.

**Check of the window formula.** Take a step decay $e^{-\sqrt t}$ in dimensionless time, for which $\varphi=e^{-\sqrt t}/(2\sqrt t)$. Between $\omega=0.1$ and 10, the time side of (2) and direct integration of the loss both give 1.042987.

**Check on shape.** For unit strength, the full area is 1.570796 in every case below, while the peak height varies:

- Debye: 0.5000
- Cole-Cole, exponent 0.5: 0.2071
- Cole-Davidson, exponent 0.5: 0.3536
- the stretched exponential above: 0.2735
- damped resonance $1/(1-\omega^2+0.3i\omega)$: 3.3522

The resonance has an oscillating $\varphi$, so it is not a sum of Debye terms with positive weights. It obeys the rule all the same.

## The same result from Kramers-Kronig

The relation at general frequency shows what conduction does to each part of $\varepsilon$. For complex $\omega$ with $\mathrm{Im}\,\omega<0$, the factor $e^{-i\omega t}$ decays for $t>0$. So $\chi$ is analytic in the lower half-plane and continuous up to the real axis.

Integrate $\chi(\omega)/(\omega-\omega_0)$ along the real axis from left to right, and close the path by a large semicircle below. Pass the pole on a small semicircle, also below, so that the closed path contains no singularity.

- On the small arc, $\omega=\omega_0+re^{i\theta}$ with $\theta$ running from $-\pi$ to 0, and $d\omega/(\omega-\omega_0)=i\,d\theta$. For $r\to0$ the arc gives $i\pi\chi(\omega_0)$.
- On the large arc, $d\omega/(\omega-\omega_0)$ tends to $i\,d\theta$, and $\chi\to0$. The arc gives nothing.

Cauchy's theorem sets the total to zero:

$$P\!\int_{-\infty}^{\infty}\frac{\chi(\omega)}{\omega-\omega_0}d\omega=-i\pi\chi(\omega_0).$$

Insert $\chi=\chi'-i\varepsilon''_r$. The imaginary part on the left is $-P\!\int\varepsilon''_r/(\omega-\omega_0)\,d\omega$, and on the right it is $-\pi\chi'(\omega_0)$. Thus

$$\chi'(\omega_0)=\frac1\pi P\!\int_{-\infty}^{\infty}\frac{\varepsilon''_r(\omega)}{\omega-\omega_0}d\omega.$$

Since $\varphi$ is real, $\varepsilon''_r(-\omega)=-\varepsilon''_r(\omega)$. The negative half-axis then contributes $\int_0^\infty\varepsilon''_r/(\omega+\omega_0)\,d\omega$, and adding the two fractions gives

$$\chi'(\omega_0)=\frac2\pi P\!\int_0^\infty\frac{\omega\,\varepsilon''_r(\omega)}{\omega^2-\omega_0^2}d\omega. \tag{3}$$

**Limit.** At $\omega_0=0$ the kernel is $1/\omega$, the left side is $\Delta\varepsilon$, and (1) returns.

**Where it fails without causality.** Let part of the response precede the field, with $\chi=0.8/(1+i\omega)+0.2/(1-i\omega)$. The strength is $0.8+0.2=1$, but the loss is $(0.8-0.2)\,\omega/(1+\omega^2)$. The area is $0.6\,\pi/2=0.9425$ instead of 1.5708.

## Adding dc conduction

A frequency-independent conductivity $\sigma$ adds

$$\frac{\sigma}{i\omega\varepsilon_0}=-i\,\frac{\sigma}{\varepsilon_0\omega}$$

to $\varepsilon$. This is pure loss, and its area in a window is

$$A_\sigma=\frac{\sigma}{\varepsilon_0}\int_{\omega_1}^{\omega_2}\frac{d\omega}{\omega^2}
=\frac{\sigma}{\varepsilon_0}\left(\frac1{\omega_1}-\frac1{\omega_2}\right). \tag{4}$$

It diverges as $\omega_1\to0$, because charge that drifts without limit has no finite static polarization. Conduction must therefore be removed before (1) is used.

The real part needs no such correction. Putting $\sigma/(\varepsilon_0\omega)$ into (3) leaves the integral of $1/(\omega^2-\omega_0^2)$, whose antiderivative is $\frac{1}{2\omega_0}\ln\left|\frac{\omega-\omega_0}{\omega+\omega_0}\right|$. It vanishes at $\omega=0$ and at infinity. The two edges of the gap $\omega_0\pm r$ leave

$$\frac{1}{2\omega_0}\left[\ln\frac{r}{2\omega_0-r}-\ln\frac{r}{2\omega_0+r}\right]
=\frac1{2\omega_0}\ln\frac{2\omega_0+r}{2\omega_0-r}\to0 .$$

So ideal dc conduction adds nothing to $\varepsilon'$ at $\omega_0>0$.

**A loss free of conduction.** This suggests the derivative loss

$$\varepsilon''_d=-\frac{\pi}{2}\frac{d\varepsilon'}{d\ln\omega},\qquad
\int_{\omega_1}^{\omega_2}\varepsilon''_d\,d\ln\omega=\frac\pi2[\varepsilon'(\omega_1)-\varepsilon'(\omega_2)].$$

Its full area is $(\pi/2)\Delta\varepsilon$, but its shape is not that of the true loss. For Debye relaxation with $x=\omega\tau$, $\varepsilon''_d=\pi\Delta\varepsilon\,x^2/(1+x^2)^2$. Its maximum is $\pi\Delta\varepsilon/4$, higher than the true $\Delta\varepsilon/2$.

**Error of a simple subtraction.** Suppose that all the loss at $\omega_1$ is taken for conduction. The estimate of $\sigma/\varepsilon_0$ is then $\omega_1\varepsilon''(\omega_1)=\sigma/\varepsilon_0+\omega_1\varepsilon''_r(\omega_1)$. By (4), its excess removes too much area, by

$$\delta A=\omega_1\varepsilon''_r(\omega_1)\left(\frac1{\omega_1}-\frac1{\omega_2}\right)
=\varepsilon''_r(\omega_1)\left(1-\frac{\omega_1}{\omega_2}\right). \tag{5}$$

This becomes small when $\omega_1$ lies far enough below the peak. A broad peak needs more distance: two decades below a Cole-Cole peak, the error is 0.6% of the full area for exponent 1 (Debye), but 4.8% for exponent 0.3.

**A dispersion that is not conduction.** A term proportional to $(i\omega)^{-n}$ with $0<n<1$ equals $\omega^{-n}[\cos(n\pi/2)-i\sin(n\pi/2)]$. Its loss area also diverges at low frequency, but now $\varepsilon'$ grows as well. There is no static plateau and no finite $\Delta\varepsilon$. The derivative loss does not remove this term completely: it keeps the fraction $(\pi n/2)/\tan(\pi n/2)$ of the term's true loss, which is 0.92 for $n=0.3$ and 0.22 for $n=0.9$.

## A finite window: the missing wings

For numbers, take the Havriliak-Negami form with $0<a,b\le1$:

$$\chi=\frac{\Delta\varepsilon}{[1+(i\omega\tau)^a]^b}.$$

Far below the peak, $(1+z)^{-b}\approx1-bz$ with $z=(\omega\tau)^ae^{i\pi a/2}$. The loss is $\Delta\varepsilon\,b\sin(\pi a/2)(\omega\tau)^a$, to leading order. Far above, $(1+z)^{-b}\approx z^{-b}$, and the loss is $\Delta\varepsilon\sin(\pi ab/2)(\omega\tau)^{-ab}$. Integrating these powers over $d\omega/\omega$ gives the missing areas

$$A_{\rm low}\approx\Delta\varepsilon\,\frac{b}{a}\sin\frac{\pi a}{2}\,(\omega_1\tau)^a,\qquad
A_{\rm high}\approx\Delta\varepsilon\,\frac{\sin(\pi ab/2)}{ab}\,(\omega_2\tau)^{-ab}. \tag{6}$$

**Limit.** For $a=b=1$ they become $\Delta\varepsilon\,\omega_1\tau$ and $\Delta\varepsilon/(\omega_2\tau)$, the leading terms missing from the arctangents of the Debye case.

## Worked example: a polyimide interlayer film

The film is 500 nm thick, at 400 K, measured from 0.01 Hz to 1 MHz. The model has $\varepsilon_\infty=3.00$, $\Delta\varepsilon=0.300$, $\tau=1.00$ ms, $a=0.7$, $b=0.6$ and $\sigma=10^{-15}$ S/cm.

**Raw area.** The conduction rate is $\sigma/\varepsilon_0=0.01129$ rad/s. At the lowest frequency, $\omega_1=2\pi(0.01)$ rad/s, the conduction loss is 0.1798, while the relaxation contributes 0.000183. The relaxation peak itself is 0.0744, at about 307 Hz. The two losses are equal near 0.58 Hz.

The total area in the window is 0.6396. Used without correction, it gives

$$\Delta\varepsilon_{\rm raw}=\frac2\pi(0.6396)=0.407,$$

which is 36% above the true strength. Starting one decade lower would raise the conduction area from 0.1798 to 1.798.

**Conduction removed.** Subtracting the conduction estimated at 0.01 Hz leaves 0.45968. By (5) this is too small by 0.000183. The strength is now $(2/\pi)(0.45968)=0.2926$, about 2.5% low.

**Wings restored.** Equation (6) gives 0.000262 below the window and 0.01112 above it; direct integration gives 0.000262 and 0.01111. Then

$$\Delta\varepsilon=\frac2\pi(0.45968+0.00026+0.01112)=0.2999.$$

The wing correction uses the known $\tau$, $a$ and $b$. In a measurement these come from a fit, and the correction is no better than the fitted wings.

**The real part.** At $\omega=1/\tau$, the integral (3) over the loss with conduction included gives $\chi'=0.206051$, equal to the direct value. Across the window $\varepsilon'$ drops by 0.29388, so the derivative loss has area 0.4616, against 0.4599 for the true relaxation loss. The difference comes from the wings. Above the window, for instance, $\chi'\approx\Delta\varepsilon\cos(\pi ab/2)(\omega_2\tau)^{-ab}$, so the derivative loss misses $(\pi/2)\chi'(\omega_2)$. Compared with $A_{\rm high}$, this is smaller by the factor $(\pi ab/2)/\tan(\pi ab/2)\approx0.85$.

**What broadening can do.** An average cannot exceed the maximum, so the peak loss is at least the window area divided by $\ln(\omega_2/\omega_1)$. Here that bound is $0.4599/\ln10^8=0.025$. With this area kept inside this window, no broadening can bring the maximum below 0.025. A loss below this bound everywhere in the band requires less area in the band: either a smaller strength, or loss carried beyond the band edges by shifting or broadening the peak.

## The model beside a real film

The parameters are rough and describe no particular product. The strength is on the high side: the peak loss divided by an $\varepsilon'$ between 3.0 and 3.3 gives a loss tangent of about 0.02, whereas good dry polyimide is nearer a few thousandths at room temperature and kilohertz frequencies. Conductivity depends strongly on temperature, moisture and ionic impurities. If the strength were 0.03, with shape and conductivity held fixed, the raw area would be $0.04599+0.17975=0.22574$. The apparent strength would be 0.144, nearly five times too large. At equal conductivity, conduction removal matters more when the relaxation is weaker.

The neglected effects below are sized for the original example; percentages of area refer to its full relaxation area, 0.4712.

- **Temperature drift.** With an assumed activation energy of 1.0 eV, a 1 K change alters $\sigma$ by 7.5%. If the subtracted conduction is wrong by this amount, the area error is 0.0135, or 2.9%. This applies when $\sigma$ comes from a separate measurement 1 K off, and it is then the largest area error in the list at the test voltage. If $\sigma$ is read at the lowest frequency of the same sweep, much of the drift cancels: a 1 K drift leaves about 0.2% if it is uniform in $\ln f$, and about 1.4% if it follows the time spent at each frequency, taken as proportional to $1/f$.
- **A faster relaxation.** A Cole-Cole process of strength 0.2 centred at 1 GHz, with exponent 0.5, leaks 1.9% into the window. It partly hides the missing high wing, so agreement of the uncorrected area with $\Delta\varepsilon$ could be accidental.
- **Series resistance.** For resistance $R$ and empty-cell capacitance $C_0$, the apparent permittivity is $\varepsilon/(1+i\omega RC_0\varepsilon)\approx\varepsilon-i\omega RC_0\varepsilon^2$. The added loss rises with frequency. With 50 ohm and a pad of $10^{-3}$ cm², it adds 1.1% to the area.
- **Blocked ions.** Electrodes that ions cannot cross turn conduction into a slow relaxation. If the charged layers at the electrodes act as fixed capacitors in series with the conduction, it has the form $\varepsilon_l/(1+i\omega\tau_l)$, with $\tau_l=\varepsilon_0\varepsilon_l/\sigma$. For $\omega\tau_l\gg1$ this reduces to $\sigma/(i\omega\varepsilon_0)$. For $10^{16}$ ions of each sign per cm³, the Debye length $\lambda_D$ is 17.7 nm. Two such layers in a film of thickness $d$ and static permittivity $\varepsilon_s=3.3$ give $\varepsilon_l=\varepsilon_sd/(2\lambda_D)\approx47$. The excess in $\varepsilon'$ at 0.01 Hz is then of order 0.001, below 1% of $\Delta\varepsilon$. Only the order of magnitude is meaningful, because at this frequency the layers have no time to reach their static form; linear drift-diffusion of equally mobile ions gives 0.002. The Debye picture itself is marginal here: the Bjerrum length is 12.7 nm, a Debye sphere holds about half an ion, so pairing is to be expected, and 0.1 V shared by two static layers exceeds $k_BT/q$ per layer. The divergence in (4) is replaced by a finite area of roughly $(\pi/2)\varepsilon_l$, about 70.
- **High field.** Take free 3 D dipoles that feel the applied field, and a fixed number of ions hopping 1 nm along the field. In this model the nonlinear changes are negligible at the 0.1 V test voltage. At a steady 1 MV/cm the strength, taken as polarization divided by field, falls by 0.2%, but the conductivity, taken as current density divided by field, rises by 39%. A small test signal on top of this steady field sees the local slopes instead, and the changes are larger: about 0.7% and 125%. These figures depend on the model. An Onsager local field about triples the dipole saturation, and hops in random directions give 23% and 71%. A real film of low permittivity can be far more nonlinear, because the field also frees carriers: Onsager dissociation of ion pairs would raise $\sigma$ by about 2% at 0.1 V and some 60-fold at 1 MV/cm, and Poole-Frenkel emission by orders of magnitude more. With blocking electrodes, a steady 1 MV/cm would instead sweep the ions above out of the bulk within a few minutes. A low-field conductivity should not be subtracted from a high-field loss.

A film measured through its thickness yields the strength for that direction. If its chains lie mostly in the plane, the in-plane strength can differ, and (1) then applies to each principal component separately.

The values of the worked example and the area checks are collected in the numerical output.

## Numbers as computed

```
pi/2 = 1.570796; per log10 unit = 0.6822
Unit-strength shapes: area over ln w, peak loss (no unit)
  Debye: 1.570796, 0.5000
  Cole-Cole a=0.5: 1.570796, 0.2071
  Cole-Davidson b=0.5: 1.570796, 0.3536
  Havriliak-Negami 0.7,0.6: 1.570796, 0.2481
  stretched exponential 0.5: 1.570796, 0.2735
  damped resonance: 1.570796, 3.3522
Non-causal case: strength 1.000, area 0.9425
Window 0.1-10 rad/s, stretched exp.: time 1.042987, frequency 1.042987
Polyimide example, rough typical parameters
eps_inf 3.00, strength 0.300, tau 1.00 ms, a 0.7, b 0.6
sigma 1.0e-15 S/cm, T 400 K, film 500 nm
Window 0.01 Hz to 1.0e+06 Hz; sigma/eps0 0.01129 rad/s
Relaxation peak: loss 0.0744 at 306.8 Hz
Loss at 0.01 Hz: conduction 0.1798, relaxation 0.000183
Conduction equals relaxation loss at 0.579 Hz
chi' at w=1/tau: KK integral 0.206051, direct 0.206051
Full relaxation area 0.47124
Window area: raw 0.63962, relaxation 0.45987
Conduction area 0.17975; one decade lower 1.79751
Area after removal 0.45968; error 0.000183
Missing area: low wing 0.000262, high wing 0.011109
Wing formulas: low 0.000262, high 0.011118
Strength from raw area 0.4072
Strength after conduction removal 0.2926
Strength with wings restored 0.2999
eps' drop in window 0.29388; derivative-loss area 0.46163
Derivative-loss peak 0.0874
Mean relaxation loss over window 0.0250
Neglected effects (rough inputs)
Faster relaxation: strength 0.2, 1e+09 Hz, a 0.5
  adds window area 0.00875 (1.86 % of full area)
Series resistance 50 ohm, pad 1e-03 cm2
  adds window area 0.00504 (1.07 % of full area)
Blocked ions 1e+16 cm^-3: Debye length 17.7 nm
  layer strength 46.5, eps' excess at 0.01 Hz 0.000694
1 K drift, activation 1.0 eV: sigma changes 7.50 %
  area error 0.01349 (2.86 % of full area)
Dipole 3.0 D, ion hop 1.0 nm, test voltage 0.1 V
  0.002 MV/cm: strength loss 8.76e-07 %, sigma gain 1.40e-04 %
  1.000 MV/cm: strength loss 2.19e-01 %, sigma gain 3.89e+01 %
```
